# Why charged-defect energies in periodic slabs grow linearly with vacuum, part 1

(Sections cited here and not found follow in the second part.)

## The charged sheet and its background

Q. I want the energy of a charged defect in a thin slab. My calculation repeats the slab periodically, with vacuum between the copies. When I add vacuum, the energy of a neutral defect settles down, while that of a charged one keeps rising. Surely more vacuum should bring me closer to a single slab?

A. It does for the neutral defect. For the charged one, something else changes with the vacuum. Take the simplest object with the same net charge: a flat sheet at $z=0$ with charge $q$ on each lateral cell of area $A$, repeated along its normal with period $L$. At fixed slab thickness, adding vacuum means increasing $L$. What is the total charge of one periodic cell?

Q. It is $q$. Why is that a difficulty?

A. Because a periodic electrostatic potential cannot exist then. Let $E_z$ be the laterally averaged field. Gauss's law says that the flux leaving the cell is $4\pi$ times the charge inside, so

$$A\,[E_z(L/2)-E_z(-L/2)]=4\pi q .$$

Periodicity makes the left side zero, so $q$ must be zero. I use Hartree atomic units, in which two charges $q_1,q_2$ at distance $r$ have energy $q_1q_2/r$. Lengths are in bohr, energies in hartree, and charges in units of the elementary charge $e$.

Q. Yet my program accepts a charged cell and returns a finite energy.

A. It omits the Fourier component of the Coulomb interaction with zero wave vector. That is equivalent to adding a uniform background that makes the cell neutral. The cell volume is $AL$, so the background density is $-q/(AL)$. It fills the vacuum as well as the slab, and this will matter.

Q. Then let us see the potential. I would like to know where each constant comes from.

A. Write the potential as $\phi(z)=(q/A)\,g(z)$, where $g$ belongs to a sheet of unit charge per area. Poisson's equation, $\phi''=-4\pi\rho$, becomes

$$g''(z)=-4\pi\left[\delta(z)-\frac1L\right],\qquad -\frac L2\le z\le\frac L2 .$$

Away from the sheet, $g''=4\pi/L$. Two integrations give $2\pi z^2/L$ plus a linear function on each side. The potential is continuous at the sheet, so both sides share one constant $c$:

$$g(z)=\frac{2\pi z^2}{L}+b_\pm z+c ,$$

with $b_+$ for $z>0$ and $b_-$ for $z<0$. Periodicity requires $g(L/2)=g(-L/2)$. The quadratic terms and $c$ cancel, leaving $b_+L/2=-b_-L/2$, hence $b_-=-b_+$. Integrating Poisson's equation across the sheet gives the jump of the slope,

$$g'(0^+)-g'(0^-)=b_+-b_-=2b_+=-4\pi ,$$

so $b_+=-2\pi$. Both linear pieces together are $-2\pi|z|$.

Q. The constant $c$ is still free. Can you choose it at will?

A. For the energy of a neutral cell, yes. Adding a constant $u$ to $\phi$ changes $\tfrac12\int\rho\phi$ by $\tfrac12u$ times the total charge, which is zero once the background is counted. I choose zero average potential, because omitting the zero wave vector produces that convention. The average of $z^2$ over the cell is

$$\frac2L\int_0^{L/2}z^2\,dz=\frac2L\,\frac{L^3}{24}=\frac{L^2}{12},$$

and the average of $|z|$ is $L/4$. Therefore

$$0=\frac{2\pi}{L}\frac{L^2}{12}-2\pi\frac L4+c=\frac{\pi L}{6}-\frac{\pi L}{2}+c=-\frac{\pi L}{3}+c ,$$

which gives $c=\pi L/3$ and

$$g(z)=2\pi\left(\frac L6-|z|+\frac{z^2}{L}\right).$$

The formula holds for $|z|\le L$, beyond the half-cell in which we derived it. Replacing $z$ by $L-z$ for $0\le z\le L$ gives

$$-(L-z)+\frac{(L-z)^2}{L}=-L+z+L-2z+\frac{z^2}{L}=-z+\frac{z^2}{L},$$

so the expression already has the value demanded by periodicity and evenness.

Q. Now the energy. You have a sheet interacting with itself, with its copies and with the background. How do you avoid counting pairs twice?

A. With the factor one half in $E=\tfrac12\int\rho\phi\,d^3r$, taken over one cell. The density $\rho$ has two parts. The background contributes

$$\frac12\left(-\frac{q}{AL}\right)A\int_{-L/2}^{L/2}\phi(z)\,dz=0 ,$$

because the average potential vanishes. The sheet contributes half its charge times the potential where it lies:

$$E=\frac12\,q\,\phi(0)=\frac{q^2}{2A}\,g(0)=\frac{q^2}{2A}\,\frac{\pi L}{3}=\frac{\pi q^2L}{6A}.$$

The sheet's own potential is finite at the sheet, so no infinite self-energy has been discarded.

Q. It bothers me that the background contributes nothing and yet the whole calculation depends on it.

A. The zero follows from where we put the zero of potential. The background's influence is inside $\phi(0)$. The field energy makes this visible, since it needs no such choice. For $0<z<L/2$ the field is

$$E_z=-\phi'(z)=-\frac qA\left(-2\pi+\frac{4\pi z}{L}\right)=\frac{2\pi q}{A}\left(1-\frac{2z}{L}\right),$$

and it has the opposite sign on the other side. The energy density is $E_z^2/(8\pi)$. Both sides contribute equally, so

$$E=\frac{A}{8\pi}\,2\left(\frac{2\pi q}{A}\right)^2\int_0^{L/2}\left(1-\frac{2z}{L}\right)^2dz .$$

Put $u=1-2z/L$, so that $dz=-(L/2)\,du$. The integral is $(L/2)\int_0^1u^2du=L/6$. The prefactor is $A/(4\pi)\cdot4\pi^2q^2/A^2=\pi q^2/A$. Their product is again $\pi q^2L/(6A)$.

Q. What does this say physically about the growth with $L$?

A. Next to the sheet the field has strength $2\pi|q|/A$, whatever the value of $L$. It falls linearly to zero midway between sheets, where the background has compensated the sheet's charge. Stretching the cell stretches this profile without weakening it. The mean square field stays the same, and the volume filled by it grows in proportion to $L$.

If the field kept its full strength throughout a cell of length $L$, the energy would be

$$\frac{AL}{8\pi}\left(\frac{2\pi q}{A}\right)^2=\frac{\pi q^2L}{2A}.$$

The linear decrease reduces the mean square to one third, and this is how the $6$ arises in the denominator.

Q. My program works with plane waves. Does its sum give the same coefficient?

A. Expand $g$ in wave vectors $G=2\pi n/L$. Poisson's equation multiplies each component by $G^2$, and the background removes $n=0$:

$$g(z)=\frac{4\pi}{L}\sum_{G\ne0}\frac{e^{iGz}}{G^2}.$$

At $z=0$ the terms $n$ and $-n$ are equal. With $\sum_{n\ge1}n^{-2}=\pi^2/6$,

$$g(0)=\frac{8\pi}{L}\,\frac{L^2}{4\pi^2}\sum_{n=1}^\infty\frac1{n^2}=\frac{2L}{\pi}\,\frac{\pi^2}{6}=\frac{\pi L}{3}.$$

This is the same value as before. In SI units the factor $1/(4\pi\varepsilon_0)$ appears, and the energy becomes $q^2L/(24\varepsilon_0A)$, with $q$ in coulombs.

Q. Is the effect large enough to care about?

A. Take $q=1$ and $A=400$ bohr$^2$, a square cell with a side of 20 bohr. The slope is

$$\frac{\pi}{6\times400}=0.001309\ \text{hartree/bohr},$$

or $0.0356$ eV per bohr. At $L=40$ bohr the energy is $40\times0.001309=0.0524$ hartree, or $1.425$ eV. At $L=80$ bohr it is twice that, $0.1047$ hartree or $2.85$ eV. A defect level is of little use if its energy moves by more than an electronvolt with the size of the empty region.

Q. But a slab is no sheet. It has thickness, atoms and electrons, and the defect sits at one point of the lateral cell. Why should your formula apply to it?

A. Let $\rho(\mathbf r)$ now be the density of all nuclei and electrons in a cell, without the background. Suppose it is confined to a layer of thickness $d<L$; electron tails are neglected outside it. Split the lateral dependence into Fourier components with in-plane wave vectors $\mathbf K$:

$$\rho(\mathbf r)=\frac1A\sum_{\mathbf K}\lambda_{\mathbf K}(z)\,e^{i\mathbf K\cdot\mathbf r_\parallel}.$$

The component $\mathbf K=0$ is $\lambda(z)$, the charge per unit length along $z$ in one cell. Its integral is $q$. In Poisson's equation different $\mathbf K$ do not mix, and the uniform background enters at $\mathbf K=0$ alone.

Q. Start with the components that vary in the plane.

A. For $K=|\mathbf K|\ne0$, a single layer of charge at $z'$ has a potential that satisfies

$$\left(\frac{d^2}{dz^2}-K^2\right)h_K(z-z')=-4\pi\,\delta(z-z').$$

The solution that decays on both sides is $h_K(z)=(2\pi/K)e^{-K|z|}$. Away from zero, each derivative brings a factor $\pm K$, so the left side vanishes. At zero the slope jumps by $-2\pi-2\pi=-4\pi$, as required.

The periodic copies add $h_K(z-z'-nL)$ for $n\ne0$. Two charges in neighbouring slabs are at least $L-d$ apart along $z$, so these contributions carry a factor no larger than $e^{-K(L-d)}$. The smallest nonzero $K$ is $2\pi/a$ in a square cell of side $a$. Once the vacuum is somewhat thicker than $a$, the lateral structure of one slab is hardly felt by the next.

Q. So the long-range trouble is all in the lateral average?

A. Yes. Its energy is a double sum of sheets, with $g$ as the interaction:

$$E_{\mathbf K=0}=\frac1{2A}\iint\lambda(z)\lambda(z')\,g(z-z')\,dz\,dz'.$$

We may use our formula for $g$, since $|z-z'|\le d<L$. Separate its three terms:

$$g(z-z')=-2\pi|z-z'|+\frac{\pi L}{3}+\frac{2\pi}{L}(z-z')^2 .$$

The first term is free of $L$. It is the interaction of two sheets without copies or background. The second is a constant, so the double integral gives $q^2$:

$$\frac1{2A}\,\frac{\pi L}{3}\,q^2=\frac{\pi q^2L}{6A}.$$

For the third, define the moments of the total charge, $p=\int z\lambda\,dz$ and $M=\int z^2\lambda\,dz$. Expanding the square,

$$\iint\lambda\lambda'(z^2+z'^2-2zz')\,dz\,dz'=qM+qM-2p^2 .$$

Multiplication by $2\pi/(2AL)$ gives $2\pi(qM-p^2)/(AL)$.

Q. Put the pieces together, please.

A. Let $E_{\text{open}}$ be the energy of one laterally periodic slab, with interaction $-2\pi|z-z'|$ for the lateral average and $h_K$ for the other components. Then

$$E_L=E_{\text{open}}+\frac{\pi q^2L}{6A}+\frac{2\pi(qM-p^2)}{AL},$$

up to the exponentially small terms from $\mathbf K\ne0$. The linear term contains the total charge and no other property of the distribution.

Q. The moments depend on where I put $z=0$. Should an energy do that?

A. The combination does not. Moving every charge by $s$ changes $p$ to $p+qs$ and $M$ to $M+2ps+qs^2$. Then

$$q(M+2ps+qs^2)-(p+qs)^2=qM-p^2 ,$$

because both $2pqs$ and $q^2s^2$ cancel.

Q. I would trust the last term more if it had been tried on a charge distribution without symmetry.

A. Take a layer made of two Gaussians of opposite sign and different widths, with $q=1$, $p=8$ $e$ bohr and $M=9.62$ $e$ bohr$^2$. For $A=400$ bohr$^2$ and $L=40$ bohr the last term is

$$\frac{2\pi(9.62-64)}{400\times40}=-0.021355\ \text{hartree}.$$

The program evaluates the periodic energy by Fourier components and the open one from $-2\pi|z-z'|$. Their difference agrees with the linear term plus this one to about $5\times10^{-7}$ hartree.

## The charged defect in a responding slab

The symbols remain the same: $q$ is the total charge per lateral cell of area $A$, $L$ is the period along $z$, and $p$ and $M$ are the first and second moments of the total charge along $z$. A uniform background neutralizes the cell, and the average potential is zero. The energy of a charge distribution confined to the slab is

$$E_L=E_{\text{open}}+\frac{\pi q^2L}{6A}+\frac{2\pi(qM-p^2)}{AL},$$

apart from terms that decay exponentially with the vacuum thickness. Here $E_{\text{open}}$ refers to one slab without copies or background.

Q. A formation energy is a difference. Perhaps the growing term cancels between the slab with the defect and the slab without it?

A. It would if both had the same charge. But the host is neutral. The formation energy is

$$\Delta H(L)=E_{\text{defect}}(L)-E_{\text{host}}(L)+q\,\varepsilon_{\text{ref}}(L)+\text{constants}.$$

A defect of charge $q>0$ has given $q$ electrons to a reservoir at energy $\varepsilon_{\text{ref}}$, for which I take the highest filled level of the host. The constants are the chemical potentials of exchanged atoms, which know nothing of $L$. The defect energy contains $\pi q^2L/(6A)$, and the host energy does not.

Q. Then the reference level might cancel it. It is multiplied by $q$, after all.

A. Let us find how it depends on $L$. I assume that the host has no dipole along its normal, so $q=0$ and $p=0$. Its averaged potential in the periodic cell differs from the open one by

$$\frac1A\int\lambda(z')\left[\frac{\pi L}{3}+\frac{2\pi}{L}(z^2-2zz'+z'^2)\right]dz' .$$

The terms with $\pi L/3$ and $z^2$ multiply the total charge, and the term with $zz'$ multiplies the dipole. All three vanish. What remains is the constant $2\pi M_{\text{host}}/(AL)$. An electron has charge $-1$, so

$$\varepsilon_{\text{ref}}(L)=\varepsilon_{\text{open}}-\frac{2\pi M_{\text{host}}}{AL}.$$

This shift goes to zero as $L$ grows and cannot cancel a linear term. A constant potential also leaves the host's orbitals unchanged, and its energy has $qM-p^2=0$. Up to exponentially small terms, $E_{\text{host}}$ is therefore independent of $L$.

Q. Must the level and the total energies use the same zero of potential?

A. Yes. If the level alone is referred to a zero that differs by $u$, then $\Delta H$ changes by $q$ times that difference. Reading the host level from the vacuum, for example, omits the shift above. The resulting error in $\Delta H$ is of order $1/L$, so it spoils the correction but leaves the divergence as it is.

Q. My stronger objection is screening. The slab is polarizable. Its electrons will rearrange around the defect and weaken its field. Should the slope not be divided by a dielectric constant?

A. Polarization moves charge about within the slab without creating any. The linear term depends on the total charge, which therefore stays $q$. In terms of fields, Gauss's law and periodicity together fix the averaged field just outside the slab up to terms of order $1/L$. Its strength is $2\pi|q|/A$ on both sides, however the slab is polarized. The polarized slab can weaken the field within its own thickness, which is fixed. The added energy comes from added vacuum, where there is nothing to polarize.

At fixed $A$, the energy of a charged defect contains the term $\pi q^2L/(6A)$, which neither the host energy, the reference level nor the slab's polarization cancels. It remains to estimate how the electrons' response to the background and the copies depends on $L$, and to obtain and test the resulting formation energy.
